# Recursion coefficients and density of states of the Bethe lattice

## Problem

The Bethe lattice of coordination $z$ is the infinite connected graph without closed loops in which every site has $z$ neighbours. Put one orbital $|i\rangle$ on each site, with $\langle i|j\rangle=\delta_{ij}$, and let

$$H=e_0\sum_i|i\rangle\langle i|+t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),$$

where the second sum counts each nearest-neighbour bond once. The hopping $t\neq0$ is real and may have either sign, and $z\ge2$. Energies are in hartree.

The recursion method starts from one site, $|u_0\rangle=|0\rangle$, and builds orthonormal states through

$$H|u_n\rangle=a_n|u_n\rangle+b_{n+1}|u_{n+1}\rangle+b_n|u_{n-1}\rangle,\qquad b_n>0,$$

with the last term absent for $n=0$.

(a) Show that $a_n=e_0$, $b_1^2=zt^2$, and $b_n^2=(z-1)t^2$ for $n\ge2$.

(b) Find in closed form the local density of states per spin,

$$n(E)=-\frac1\pi\,\mathrm{Im}\,G(E+i0),\qquad G(E)=\langle0|(E-H)^{-1}|0\rangle .$$

(c) Evaluate it for the round model parameters $z=4$, $t=-0.05$ and $e_0=-0.2$ hartree.

Throughout, $x=E-e_0$ and $V=H-e_0$. All sites are equivalent, so the choice of starting site does not matter.

## A first estimate by scaling

The moments of the density of states about $e_0$ are $\mu_k=\int x^k n\,dE=\langle0|V^k|0\rangle$. Since $V$ moves an electron by one bond, $\mu_k$ is $t^k$ times the number of closed walks of $k$ steps from site 0. Three moments follow at once:

- $\mu_0=1$, the normalization.
- $\mu_k=0$ for odd $k$, because on a loop-free graph every step must be retraced. The density is therefore symmetric about $e_0$.
- $\mu_2=zt^2$, because the electron can step to any of $z$ neighbours and back.

The root-mean-square width of the density is therefore $\sqrt{\mu_2}=\sqrt z\,|t|$. This does not fix the band edge by itself, but if the shape of the density is held fixed as $z$ varies, the band width scales as $\sqrt z\,|t|$ and the height as $1/(\sqrt z\,|t|)$. To obtain prefactors, assume a flat band, $n=1/(2D)$ for $|x|<D$. Its second moment is

$$\int_{-D}^{D}\frac{x^2}{2D}\,dx=\frac{D^2}{3}.$$

Setting this equal to $zt^2$ gives

$$D=\sqrt{3z}\,|t|,\qquad n_{\rm flat}=\frac1{2\sqrt{3z}\,|t|}.$$

For the parameters of part (c), $D=\sqrt{12}\times0.05=0.1732$ hartree and $n_{\rm flat}=1/0.3464=2.887$ hartree$^{-1}$. The estimate knows the number of neighbours but nothing of the shape of the band, and its edge depends on the assumed shape.

## Exact solution

### The recursion coefficients

Group the sites into shells by their distance $n$ from site 0. The starting site has $z$ neighbours. Every other site has one neighbour in the shell before it and $z-1$ in the shell after it. A second link inwards, or a link within a shell, would close a loop. The shells therefore contain

$$N_0=1,\qquad N_n=z(z-1)^{n-1}\quad(n\ge1)$$

sites. Let $|S_n\rangle$ be the sum of all orbitals in shell $n$, so that $\langle S_n|S_n\rangle=N_n$.

Apply $V$ to $|S_n\rangle$ with $n\ge1$. Each orbital in shell $n+1$ is reached once, from its single inner neighbour. Each orbital in shell $n-1$ is reached from all its outer neighbours, of which there are $N_n/N_{n-1}$. Hence

$$V|S_n\rangle=t|S_{n+1}\rangle+t\,\frac{N_n}{N_{n-1}}|S_{n-1}\rangle,$$

while $V|S_0\rangle=t|S_1\rangle$. Now insert the normalized states $|s_n\rangle=N_n^{-1/2}|S_n\rangle$. The outward coefficient is multiplied by $\sqrt{N_{n+1}/N_n}$ and the inward one by $\sqrt{N_{n-1}/N_n}$:

$$V|s_n\rangle=t\sqrt{\frac{N_{n+1}}{N_n}}\,|s_{n+1}\rangle+t\sqrt{\frac{N_n}{N_{n-1}}}\,|s_{n-1}\rangle .$$

This has the form of the recursion, except that the couplings are negative when $t<0$. Let $\sigma=t/|t|$ and $|u_n\rangle=\sigma^n|s_n\rangle$. Neighbouring states then differ by a factor $\sigma$, which turns each $t$ into $\sigma t=|t|$. Thus

$$a_n=e_0,\qquad b_n=|t|\sqrt{\frac{N_n}{N_{n-1}}}.$$

The recursion with $b_n>0$ fixes its states and coefficients one after another from $|u_0\rangle$, so these are the required ones. From $N_1/N_0=z$ and $N_n/N_{n-1}=z-1$ for $n\ge2$,

$$b_1^2=zt^2,\qquad b_n^2=(z-1)t^2\quad(n\ge2),$$

which answers (a). The first coefficient differs because the starting site has $z$ outward bonds, whereas every later site has used one of its bonds to connect inwards. States orthogonal to all the $|s_n\rangle$ also exist, but $H$ maps the span of the $|s_n\rangle$ into itself and, being Hermitian, does not couple these states to it, so they do not enter $G$.

### From the chain to a quadratic equation

Write $B=(z-1)t^2$. The problem is now a half-infinite chain with first coupling $b_1$ and all later couplings $\sqrt B$.

For $\mathrm{Im}\,x>0$, let $|\phi\rangle=\sum_n\phi_n|u_n\rangle$ solve $(x-V)|\phi\rangle=|u_0\rangle$, so that $G=\phi_0$. The solution exists because $V$ is Hermitian and bounded. Indeed, for a normalized state with amplitudes $\psi_i$, the inequality $2|\psi_i||\psi_j|\le|\psi_i|^2+|\psi_j|^2$ on each bond gives $|\langle\psi|V|\psi\rangle|\le z|t|$.

The component of the equation along $|u_0\rangle$ is

$$x\phi_0-b_1\phi_1=1 .$$

The remaining components describe the chain that starts at $|u_1\rangle$, driven by the source $b_1\phi_0$ on its first site. If $T$ is the Green function of that chain at its end site, then $\phi_1=T\,b_1\phi_0$. Substitution gives

$$G=\frac1{x-b_1^2T}=\frac1{x-zt^2T}.$$

The same elimination applies to $T$. Removing the end site of the uniform chain leaves an identical uniform chain, so

$$T=\frac1{x-BT}\quad\Longrightarrow\quad BT^2-xT+1=0 .$$

The infinite continued fraction has been summed by its self-similarity. With

$$W=2\sqrt B=2\sqrt{z-1}\,|t|,\qquad R^2=x^2-4B=x^2-W^2,$$

its solution is the square-root terminator

$$T=\frac{x-R}{2B}.$$

### Which square root

The quadratic equation has two roots, and one of them must be selected. Put $w=\sqrt B\,T$. The equation becomes

$$x=\sqrt B\left(w+\frac1w\right),$$

so the product of the two roots $w$ is 1. If $|w|=1$, with $w=e^{i\theta}$, then $x=2\sqrt B\cos\theta$ is real. In the upper half plane, therefore, one root lies inside the unit circle and the other outside.

The Green function is continuous there and satisfies $|T|\le1/\mathrm{Im}\,x$, which places $w$ inside the circle when $\mathrm{Im}\,x$ is large. It cannot cross the circle, so $|w|<1$ throughout the upper half plane. Physically, the amplitude decays along the chain away from the source.

The imaginary part of the relation between $x$ and $w$ is

$$\mathrm{Im}\,x=\sqrt B\;\mathrm{Im}\,w\left(1-\frac1{|w|^2}\right).$$

The bracket is negative, hence $\mathrm{Im}\,w<0$. For real $x$ with $|x|<W$ the two roots are $T=(x\mp is)/(2B)$, where

$$s=\sqrt{W^2-x^2}>0 .$$

Approaching from above selects the one with negative imaginary part, which means $R=+is$.

For real $|x|>W$ we use $R=x-2BT=\sqrt B\,(1/w-w)$ with $w$ real and $|w|<1$. Since $w$ has the sign of $x$, so has $R$.

### The density of states

Insert $T$ into $G$. Because $zt^2/(2B)=z/[2(z-1)]$,

$$x-zt^2T=x-\frac{z(x-R)}{2(z-1)}=\frac{(z-2)x+zR}{2(z-1)},$$

and therefore

$$G=\frac{2(z-1)}{(z-2)x+zR}.$$

Multiply numerator and denominator by $(z-2)x-zR$. The new denominator is

$$(z-2)^2x^2-z^2(x^2-W^2)=-4(z-1)x^2+4z^2(z-1)t^2=4(z-1)(z^2t^2-x^2),$$

where $(z-2)^2-z^2=-4(z-1)$ and $W^2=4(z-1)t^2$ were used. Thus

$$G=\frac{(z-2)x-zR}{2(z^2t^2-x^2)} .$$

Inside the band $R=is$, so $\mathrm{Im}\,G=-zs/[2(z^2t^2-x^2)]$ and

$$\boxed{\,n(E)=\frac{z}{2\pi}\,\frac{\sqrt{4(z-1)t^2-(E-e_0)^2}}{z^2t^2-(E-e_0)^2}\,,\qquad|E-e_0|<2\sqrt{z-1}\,|t|\,}$$

It remains to exclude weight outside the band. There $G$ is real, and only a pole could contribute. In the first form of $G$ the terms $(z-2)x$ and $zR$ have the same sign and $R\ne0$, so the denominator does not vanish. For $z>2$ the apparent poles of the second form at $x=\pm z|t|$ lie outside the band and are cancelled by its numerator; for $z=2$ these points are the band edges. At the band edges $G$ is finite for $z>2$. For $z=2$ it is $1/R$, which diverges as the inverse square root of the distance to the edge, too weakly for a delta peak. The density is zero outside the band, and the boxed expression integrates to one state per site and spin.

For $z=2$ it reduces to $n=1/(\pi\sqrt{4t^2-x^2})$, the density of the infinite linear chain.

### Numbers for part (c)

With $t^2=0.0025$ hartree$^2$,

$$b_1^2=4\times0.0025=0.0100,\qquad b_{n\ge2}^2=B=3\times0.0025=0.0075\ \text{hartree}^2 .$$

The half width is $W=2\sqrt{0.0075}=0.1732$ hartree. The band runs from $-0.3732$ to $-0.0268$ hartree, a full width of 0.3464 hartree or 9.426 eV.

Take $x=0.10$ hartree. Then $s=\sqrt{0.0300-0.0100}=0.1414$ hartree, and the terminator is

$$T=\frac{0.1000-0.1414i}{0.0150}=6.667-9.428i\ \text{hartree}^{-1}.$$

Next, $x-b_1^2T=0.1000-0.0100\,T=0.03333+0.09428i$ hartree. Its squared modulus is 0.0100 hartree$^2$, so

$$G=\frac{0.03333-0.09428i}{0.0100}=3.333-9.428i\ \text{hartree}^{-1},\qquad n=\frac{9.428}{\pi}=3.001\ \text{hartree}^{-1}.$$

The imaginary parts of $T$ and $G$ agree at this energy because $x^2=zt^2$ makes $z^2t^2-x^2=zB$. The same holds at $x=-0.10$ hartree; at all other energies inside the band they differ.

## Comparison of the estimate with the exact result

**Width.** The exact half width is $2\sqrt{z-1}\,|t|$, against the estimate $\sqrt{3z}\,|t|$. They coincide when $4(z-1)=3z$, that is, at $z=4$. The agreement in the example is thus an accident of the chosen coordination. For large $z$ the exact width follows the predicted $\sqrt z$ scaling, with prefactor 2 instead of $\sqrt3$.

**Height and shape.** For $z=4$ the flat estimate is 2.887 hartree$^{-1}$ at every energy in the band. The closed form gives:

| $x$ (hartree) | $n$ (hartree$^{-1}$) |
|---:|---:|
| 0 | 2.757 |
| 0.0500 | 2.815 |
| 0.1000 | 3.001 |
| 0.1414 | 3.183 |
| 0.1600 | 2.933 |

Relative to the exact density, the estimate is 5% too high at the centre and 9% too low at $x=0.1414$ hartree. It fails at the edge, where the exact density for $z>2$ falls to zero as a square root.

The rise away from the centre follows from the formula. With $c=(z-2)|t|$ we have $z^2t^2-W^2=c^2$, hence $z^2t^2-x^2=s^2+c^2$ and

$$n=\frac z{2\pi}\,\frac{s}{s^2+c^2},\qquad\frac{dn}{ds}=\frac z{2\pi}\,\frac{c^2-s^2}{(s^2+c^2)^2}.$$

As $|x|$ grows from 0 to $W$, $s$ falls from $W$ to 0. If $0<c<W$, the density has maxima where $s=c$, at

$$x^2=W^2-c^2=(8z-8-z^2)t^2,\qquad n_{\max}=\frac{z}{4\pi(z-2)|t|}.$$

The condition $c<W$ means $z^2-8z+8<0$, which for integer $z>2$ holds from 3 to 6. For $z=4$ the maxima lie at $|x|=\sqrt8\times0.05=0.1414$ hartree, the fourth row of the table. For $z\ge7$, $c>W$ and there is one maximum, at the centre. As $z\to\infty$, $x^2$ becomes negligible beside $z^2t^2$ throughout the band, and $n$ approaches the semicircle $s/(2\pi zt^2)$.

**Fourth moment.** This is the first moment that tests the estimate without having been fitted. A closed walk of four steps either returns to site 0 after two steps, in $z^2$ ways, or visits the second shell, in $z(z-1)$ ways. Thus

$$\mu_4=z(2z-1)t^4=28\times(0.05)^4=1.75\times10^{-4}\ \text{hartree}^4 .$$

The flat band gives $D^4/5=1.80\times10^{-4}$ hartree$^4$, 3% more. A small error in a low moment is compatible with a qualitatively wrong band edge.

**What loops change.** On a periodic lattice with one orbital per site and the same $z$ and $t$, the uniform Bloch state has energy $e_0+zt$, so one band edge lies at $x=zt$. On lattices with odd rings, such as the triangular or kagome lattice, the opposite edge lies closer to $e_0$. In the example $z|t|$ is 0.200 hartree, outside the Bethe band, and at $x=+z|t|$ the Bethe Green function

$$G=\frac{z-1}{z(z-2)|t|}=\frac{3}{4\times2\times0.05}=7.50\ \text{hartree}^{-1}$$

is finite. At $x=-z|t|$, where the uniform state lies for $t<0$, $G$ has the same magnitude and the opposite sign. The difference appears in the walks once they are as long as the shortest loop; the diamond lattice ($z=4$), which has no loop of four bonds or fewer, still has $\mu_4=28t^4$. On the square lattice, also with $z=4$, each site belongs to four squares, each of which can be traversed in two directions. This adds 8 closed walks of four steps to the 28 counted above. The recursion coefficients then change, and the boxed formula no longer applies.

**What a surface changes.** The result is the density at a site of the infinite lattice, not the average over a large finite tree. A tree of $N$ sites has $N-1$ bonds, and each contributes $2t^2$ to the trace of $V^2$. The site-averaged second moment is therefore $2(N-1)t^2/N$. For seven complete shells around a central site with $z=4$, $N=4373$ and the average is 0.0050 hartree$^2$, half the value $zt^2=0.0100$ hartree$^2$ at the central site. Adding shells does not cure this, because the outermost shell keeps a finite share of the sites, tending to $(z-2)/(z-1)$ for $z>2$.

Numbers in the example were calculated in double precision.
